**Helium 2p² ³P: above the ionization threshold, yet bound within its own symmetry**

The program treats helium with a fixed nucleus by configuration interaction, where L is the total orbital angular momentum, Γ = −2 Im E the width and θ the complex-scaling angle. It asserts, by angular quadrature of the bare repulsion 1/r₁₂, that the amplitude from 2p² ³P to 1s εl vanishes for l up to 3, while those from ¹S to εs and from ¹D to εd do not. It also asserts that the p-only energy agrees with a separate Gaussian-basis calculation, that the virial theorem holds, and that the resonances are stable when θ changes. The ³P energy is −0.7104 hartree, between the He⁺ thresholds at −2 and −0.5 hartree, and its apparent width of 2 × 10⁻⁷ hartree is numerical noise. The neighbouring ¹D state has Γ = 0.0024 hartree, and a higher ³P even state above the n = 2 threshold has Γ = 0.0045 hartree. For the radiative decay, the program asserts agreement of the length and velocity forms of the dipole and, without repulsion, a rate of twice the one-electron value. The total radiative rate is 1.31 × 10¹⁰ s⁻¹, with about 90 per cent going to 1s2p at 32.0 nm. The printed spin-orbit leak for J = 2, about 0.7 per cent of that rate, is an order-of-magnitude estimate.

## Verification by program

```python
# Result under test: helium 2p^2 3P (L=1, even parity) lies above the He+ 1s
# threshold but has no 1s+electron continuum of its own L, S and parity. Its
# non-relativistic energy is therefore real, and it decays by emitting a photon.
# The neighbour 2p^2 1D has an open channel and autoionizes.
# Symbols: Z nuclear charge, L total orbital momentum, parity 0 even / 1 odd,
# spatial sign +1 singlet / -1 triplet, theta complex-scaling angle,
# width = -2 Im E. Hartree atomic units, infinite nuclear mass.
from functools import lru_cache
from math import factorial, sqrt, pi
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvals
from scipy.special import eval_genlaguerre, lpmv
from sympy.physics.wigner import wigner_3j, wigner_6j
from pyscf import gto

Z = 2.0
N = 12            # radial functions per l
LMAX = 3          # largest orbital l
LAM = 1.2         # exponent of the Laguerre functions, 1/bohr
alpha = const.fine_structure
per_second = 1.0 / const.physical_constants["atomic unit of time"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


@lru_cache(None)
def w3(*args):
    return float(wigner_3j(*args))


@lru_cache(None)
def w6(*args):
    return float(wigner_6j(*args))


def reduced_c(l, k, lp):
    return (-1) ** l * sqrt((2*l + 1) * (2*lp + 1)) * w3(l, k, lp, 0, 0, 0)


def angular(l1, l2, l3, l4, L, k):
    """<(l1 l2)L | P_k(cos theta12) | (l3 l4)L>"""
    c = reduced_c(l1, k, l3) * reduced_c(l2, k, l4)
    if c == 0.0:
        return 0.0
    return (-1) ** (l3 + l2 + L) * w6(L, l2, l1, k, l3, l4) * c


# ---------- radial basis and integrals ----------
def radial(l, r):
    x = 2 * LAM * r
    val, der = [], []
    for n in range(N):
        norm = sqrt(2 * LAM * factorial(n) / factorial(n + 2*l + 2))
        env = norm * x ** (l + 1) * np.exp(-x / 2)
        lag = eval_genlaguerre(n, 2*l + 2, x)
        dlag = -eval_genlaguerre(n - 1, 2*l + 3, x) if n > 0 else 0 * x
        val.append(env * lag)
        der.append(2 * LAM * env * (((l + 1) / x - 0.5) * lag + dlag))
    return np.array(val), np.array(der)


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


s, ws = unit_gauss(100)
rmax = 120 / (2 * LAM)
r, wr = rmax * s**2, 2 * rmax * s * ws
v, wv = unit_gauss(60)
t, wt = v**2, 2 * v * wv
chi, dchi, chi_t = {}, {}, {}
kin, nuc, inv_r3 = {}, {}, {}
for l in range(LMAX + 1):
    chi[l], dchi[l] = radial(l, r)
    chi_t[l] = radial(l, np.outer(r, t).ravel())[0]
    assert np.allclose((chi[l] * wr) @ chi[l].T, np.eye(N), atol=1e-9)
    kin[l] = 0.5 * (dchi[l] * wr) @ dchi[l].T
    kin[l] += 0.5 * l * (l + 1) * (chi[l] * wr / r**2) @ chi[l].T
    nuc[l] = -Z * (chi[l] * wr / r) @ chi[l].T
    if l > 0:
        inv_r3[l] = (chi[l] * wr / r**3) @ chi[l].T


@lru_cache(None)
def density(la, lb):
    return (chi[la][:, None] * chi[lb][None]).reshape(N * N, -1)


@lru_cache(None)
def inner_potential(la, lb, k):
    d = (chi_t[la][:, None] * chi_t[lb][None]).reshape(N * N, len(r), len(t))
    return d @ (wt * t**k)


def slater(k, l1, l2, l3, l4):
    """Radial repulsion matrix, rows (a,b), columns (c,d)."""
    g = (density(l1, l3) * wr) @ inner_potential(l2, l4, k).T
    g = g + (inner_potential(l1, l3, k) * wr) @ density(l2, l4).T
    return g.reshape(N, N, N, N).transpose(0, 2, 1, 3).reshape(N*N, N*N)


# ---------- two-electron symmetry blocks ----------
def channels(L, parity, lmax):
    return [(a, b) for a in range(lmax + 1) for b in range(lmax + 1)
            if abs(a - b) <= L <= a + b and (a + b) % 2 == parity]


class Block:
    def __init__(self, L, parity, sign, lmax=LMAX):
        self.L, self.ch = L, channels(L, parity, lmax)
        ch, M = self.ch, N * N
        size = len(ch) * M
        T, V, W = (np.zeros((size, size)) for _ in range(3))
        one = np.eye(N)
        for i, (l1, l2) in enumerate(ch):
            si = slice(i * M, (i + 1) * M)
            T[si, si] = np.kron(kin[l1], one) + np.kron(one, kin[l2])
            V[si, si] = np.kron(nuc[l1], one) + np.kron(one, nuc[l2])
            for j, (l3, l4) in enumerate(ch):
                sj = slice(j * M, (j + 1) * M)
                for k in range(2 * lmax + 1):
                    f = angular(l1, l2, l3, l4, L, k)
                    if f != 0.0:
                        W[si, sj] += f * slater(k, l1, l2, l3, l4)
        cols = []
        for i, (l1, l2) in enumerate(ch):
            phase = sign * (-1) ** (l1 + l2 - L)
            j = ch.index((l2, l1))
            for a in range(N):
                for b in range(N):
                    p, q = i * M + a * N + b, j * M + b * N + a
                    if p < q or (p == q and phase == 1):
                        col = np.zeros(size)
                        if p == q:
                            col[p] = 1.0
                        else:
                            col[p], col[q] = sqrt(0.5), phase * sqrt(0.5)
                        cols.append(col)
        self.U = np.array(cols).T
        self.T, self.V, self.W = (self.U.T @ X @ self.U for X in (T, V, W))

    def solve(self, repulsion=1.0):
        e, c = eigh(self.T + self.V + repulsion * self.W)
        return e, c, self.U @ c

    def resonance(self, theta, low, high):
        h = np.exp(-2j*theta) * self.T + np.exp(-1j*theta) * (self.V + self.W)
        e = eigvals(h)
        e = e[(e.real > low) & (e.real < high)]
        return e[np.argmin(abs(e.imag))]


# ---------- selection rule from the bare Coulomb repulsion ----------
ct, wc = np.polynomial.legendre.leggauss(16)
ph = 2 * pi * np.arange(32) / 32
C, P = (g.ravel() for g in np.meshgrid(ct, ph, indexing="ij"))
wang = np.repeat(wc, 32) * 2 * pi / 32
S = np.sqrt(1 - C**2)
unit = np.array([S * np.cos(P), S * np.sin(P), C])
r_in, r_out = 1.0, 3.0
coul = 1 / np.sqrt(r_in**2 + r_out**2 - 2*r_in*r_out * (unit.T @ unit))


def ylm(l, m):
    if m < 0:
        return (-1) ** m * np.conj(ylm(l, -m))
    n = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return n * lpmv(m, l, C) * np.exp(1j * m * P)


def decay_amplitude(L, M, l, m):
    right = coul * np.outer(wang * ylm(0, 0), wang * ylm(l, m))
    total = 0
    for m1 in (-1, 0, 1):
        m2 = M - m1
        if abs(m2) <= 1:
            cg = (-1) ** M * sqrt(2*L + 1) * w3(1, 1, L, m1, m2, -M)
            total += cg * (np.conj(ylm(1, m1)) @ right @ np.conj(ylm(1, m2)))
    return total


largest_3p = max(abs(decay_amplitude(1, M, l, m)) for M in (-1, 0, 1)
                 for l in range(4) for m in range(-l, l + 1))
assert largest_3p < 1e-11
ang_factor = {}
for L in (0, 2):
    ang_factor[L] = (decay_amplitude(L, 0, L, 0) * r_out**2 / r_in).real
    assert abs(ang_factor[L] - angular(1, 1, 0, L, L, 1)) < 1e-10
    assert abs(ang_factor[L]) > 0.1
for L in range(4):
    assert all(min(c) > 0 for c in channels(L, (L + 1) % 2, LMAX))
assert channels(0, 1, LMAX) == []

# ---------- energies ----------
ion_1s = np.linalg.eigvalsh(kin[0] + nuc[0])[0]
ion_2p = np.linalg.eigvalsh(kin[1] + nuc[1])[0]
triplet_pe = Block(1, 0, -1)
e_all, c_all, full = triplet_pe.solve()
e_i, c_i, psi_i = e_all[0], c_all[:, 0], full[:, 0]
assert ion_1s < e_i < ion_2p
kinetic = c_i @ triplet_pe.T @ c_i
virial = -(e_i - kinetic) / (2 * kinetic)
assert abs(virial - 1) < 1e-3
e_pp = Block(1, 0, -1, 1).solve()[0][0]
e_pd = Block(1, 0, -1, 2).solve()[0][0]

# p-only energy again, from Gaussian integrals and Cartesian p_x p_y products
mol = gto.M(atom="He 0 0 0", verbose=0,
            basis={"He": [[1, [0.03 * 2.2**k, 1.0]] for k in range(12)]})
ov = mol.intor("int1e_ovlp")
h1 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape((mol.nao,) * 4)
X, Y = np.arange(0, mol.nao, 3), np.arange(1, mol.nao, 3)
sx, hx = ov[np.ix_(X, X)], h1[np.ix_(X, X)]
direct = eri[np.ix_(X, X, Y, Y)].transpose(0, 2, 1, 3)
exchange = eri[np.ix_(X, Y, Y, X)].transpose(0, 2, 3, 1)
dim = len(X) ** 2
hg = np.kron(hx, sx) + np.kron(sx, hx) + (direct - exchange).reshape(dim, dim)
e_gauss = eigh(hg, np.kron(sx, sx), eigvals_only=True)[0]
assert abs(e_gauss - e_pp) < 2e-5

# ---------- complex scaling ----------
singlet_de = Block(2, 0, +1)
res_p = [triplet_pe.resonance(a, -0.75, -0.65) for a in (0.25, 0.35)]
res_d = [singlet_de.resonance(a, -0.75, -0.65) for a in (0.25, 0.35)]
res_h = [triplet_pe.resonance(a, -0.36, -0.32) for a in (0.25, 0.35)]
width_p = max(abs(2 * z.imag) for z in res_p)
width_d, width_h = -2 * res_d[1].imag, -2 * res_h[1].imag
assert width_p < 1e-5 and abs(res_p[1].real - e_i) < 1e-5
for pair, width in ((res_d, width_d), (res_h, width_h)):
    assert width > 10 * width_p
    assert abs(pair[1] - pair[0]) < 0.1 * width
assert res_h[1].real > ion_2p

# ---------- radiative decay ----------
triplet_po = Block(1, 1, -1)
e_f, _, psi_f = triplet_po.solve()


def dipole_matrix(final, initial, velocity):
    M = N * N
    D = np.zeros((len(final.ch) * M, len(initial.ch) * M))
    Lf, Li = final.L, initial.L
    for i, (a, b) in enumerate(final.ch):
        for j, (c, d) in enumerate(initial.ch):
            if b != d or abs(a - c) != 1:
                continue
            if velocity:
                op = dchi[c] + (c*(c + 1) - a*(a + 1)) / (2*r) * chi[c]
            else:
                op = r * chi[c]
            rad = (chi[a] * wr) @ op.T
            f = (-1) ** (a + b + Li + 1) * sqrt((2*Lf + 1) * (2*Li + 1))
            f *= w6(a, Lf, b, Li, c, 1) * reduced_c(a, 1, c)
            D[i*M:(i+1)*M, j*M:(j+1)*M] = f * np.kron(rad, np.eye(N))
    return 2 * D      # both electrons contribute equally


d_len = dipole_matrix(triplet_po, triplet_pe, False)
d_vel = dipole_matrix(triplet_po, triplet_pe, True)


def emission_rate(omega, reduced):
    return 4 / 3 * alpha**3 * omega**3 * reduced**2 / 3


open_f = e_f < e_i
omega = e_i - e_f[open_f]
red_len = psi_f[:, open_f].T @ d_len @ psi_i
red_vel = psi_f[:, open_f].T @ d_vel @ psi_i / omega
rates = emission_rate(omega, red_len)
rates_vel = emission_rate(omega, red_vel)
assert abs(rates_vel[0] / rates[0] - 1) < 0.02
assert abs(rates_vel.sum() / rates.sum() - 1) < 0.03
total = rates.sum()
ionizing = rates[e_f[open_f] > ion_1s].sum()
# no lower triplet D state of odd parity is available
e_do = Block(2, 1, -1).solve()[0][0]
assert e_do > e_i
# without repulsion the two 2p electrons decay independently
e0i, _, p0i = triplet_pe.solve(0.0)
e0f, _, p0f = triplet_po.solve(0.0)
rate_free = emission_rate(e0i[0] - e0f[0], p0f[:, 0] @ d_len @ p0i[:, 0])
rate_ion = (2 / 3) ** 8 * alpha**3 * Z**4
assert abs(rate_free / (2 * rate_ion) - 1) < 1e-4

# ---------- size of the spin-orbit leak for J = 2 ----------
lz, lp = np.diag([1., 0., -1.]), sqrt(2) * np.diag([1., 1.], 1)
sz, sp = np.diag([.5, -.5]), np.array([[0., 1.], [0., 0.]])
ls = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))
block_j2 = np.array([[ls[0, 0] + ls[2, 2], ls[2, 1]],
                     [ls[1, 2], ls[0, 0] + ls[1, 1]]])
one_body = np.linalg.eigvalsh(ls)
jj = [one_body[0] + one_body[-1], 2 * one_body[-1]]
assert np.allclose(np.linalg.eigvalsh(block_j2), jj)
parts = psi_i.reshape(len(triplet_pe.ch), N, N)
weight_pp = np.sum(parts[triplet_pe.ch.index((1, 1))] ** 2)
mean_r3 = sum(np.sum(p * (inv_r3[c[0]] @ p))
              for c, p in zip(triplet_pe.ch, parts))
zeta = 0.5 * alpha**2 * Z * mean_r3
gap = res_d[1].real - e_i
mixing = zeta * block_j2[0, 1] / gap
leak = mixing**2 * width_d

print(f"nuclear charge Z: {Z:.0f}")
print(f"radial functions per l: {N}, largest l: {LMAX}")
print(f"Laguerre exponent: {LAM:.1f} 1/bohr")
print(f"angular factor 2p2 1S -> 1s eps-s: {ang_factor[0]:.6f}")
print(f"angular factor 2p2 1D -> 1s eps-d: {ang_factor[2]:.6f}")
print(f"largest 3P -> 1s eps-l amplitude, l<=3: {largest_3p:.1e} 1/bohr")
print("3P even channels (l1,l2):", triplet_pe.ch)
print(f"He+ 1s threshold: {ion_1s:.6f} hartree")
print(f"He+ n=2 threshold: {ion_2p:.6f} hartree")
print(f"E(2p2 3P), p only: {e_pp:.6f} hartree")
print(f"E(2p2 3P), p only, Gaussian check: {e_gauss:.6f} hartree")
print(f"E(2p2 3P), p and d: {e_pd:.6f} hartree")
print(f"E(2p2 3P), p, d and f: {e_i:.6f} hartree")
print(f"height above He+ 1s: {e_i - ion_1s:.6f} hartree")
print(f"depth below He+ n=2: {ion_2p - e_i:.6f} hartree")
print(f"virial ratio -V/(2T): {virial:.6f}")
print(f"weight of pp configurations: {weight_pp:.5f}")
print("scaling angles: 0.25 and 0.35 rad")
print(f"2p2 3P apparent width (numerical noise): {width_p:.1e} hartree")
print(f"2p2 1D position: {res_d[1].real:.5f} hartree")
print(f"2p2 1D width: {width_d:.5f} hartree")
print(f"2p2 1D autoionization rate: {width_d * per_second:.2e} 1/s")
print(f"higher 3P even resonance position: {res_h[1].real:.4f} hartree")
print(f"higher 3P even resonance width: {width_h:.2e} hartree")
print(f"E(1s2p 3P odd): {e_f[0]:.5f} hartree")
print(f"lowest 3D odd energy: {e_do:.4f} hartree")
print(f"photon energy to 1s2p: {omega[0]:.4f} hartree")
print(f"photon wavelength to 1s2p: {2*pi/(alpha*omega[0])*bohr_nm:.2f} nm")
print(f"reduced dipole, length: {abs(red_len[0]):.4f} bohr")
print(f"reduced dipole, velocity: {abs(red_vel[0]):.4f} bohr")
print(f"rate to 1s2p, length: {rates[0] * per_second:.3e} 1/s")
print(f"rate to 1s2p, velocity: {rates_vel[0] * per_second:.3e} 1/s")
print(f"total radiative rate: {total * per_second:.3e} 1/s")
print(f"radiative lifetime: {1e12 / (total * per_second):.1f} ps")
print(f"share of 1s2p in total: {rates[0] / total:.3f}")
print(f"share ending above He+ 1s (basis estimate): {ionizing/total:.1e}")
print(f"rate without repulsion: {rate_free * per_second:.3e} 1/s")
print(f"He+ 2p -> 1s rate: {rate_ion * per_second:.3e} 1/s")
print(f"1D autoionization / 3P radiative rate: {width_d / total:.1e}")
print(f"mean 1/r^3 per electron: {mean_r3:.3f} 1/bohr^3")
print(f"spin-orbit parameter zeta: {zeta:.2e} hartree")
print(f"1D - 3P energy gap: {gap:.5f} hartree")
print(f"3P2 - 1D2 mixing coefficient (estimate): {mixing:.1e}")
print(f"spin-orbit autoionization of 3P2 (estimate): {leak*per_second:.0e} 1/s")
print(f"leak / radiative rate (estimate): {leak / total:.0e}")
print("no test failed")
```

Printed output:

```
nuclear charge Z: 2
radial functions per l: 12, largest l: 3
Laguerre exponent: 1.2 1/bohr
angular factor 2p2 1S -> 1s eps-s: -0.577350
angular factor 2p2 1D -> 1s eps-d: 0.365148
largest 3P -> 1s eps-l amplitude, l<=3: 2.4e-17 1/bohr
3P even channels (l1,l2): [(1, 1), (2, 2), (3, 3)]
He+ 1s threshold: -2.000000 hartree
He+ n=2 threshold: -0.500000 hartree
E(2p2 3P), p only: -0.704662 hartree
E(2p2 3P), p only, Gaussian check: -0.704659 hartree
E(2p2 3P), p and d: -0.710153 hartree
E(2p2 3P), p, d and f: -0.710434 hartree
height above He+ 1s: 1.289566 hartree
depth below He+ n=2: 0.210434 hartree
virial ratio -V/(2T): 1.000000
weight of pp configurations: 0.99231
scaling angles: 0.25 and 0.35 rad
2p2 3P apparent width (numerical noise): 1.8e-07 hartree
2p2 1D position: -0.70164 hartree
2p2 1D width: 0.00240 hartree
2p2 1D autoionization rate: 9.91e+13 1/s
higher 3P even resonance position: -0.3360 hartree
higher 3P even resonance width: 4.54e-03 hartree
E(1s2p 3P odd): -2.13315 hartree
lowest 3D odd energy: -0.5591 hartree
photon energy to 1s2p: 1.4227 hartree
photon wavelength to 1s2p: 32.03 nm
reduced dipole, length: 0.7555 bohr
reduced dipole, velocity: 0.7555 bohr
rate to 1s2p, length: 1.174e+10 1/s
rate to 1s2p, velocity: 1.174e+10 1/s
total radiative rate: 1.311e+10 1/s
radiative lifetime: 76.3 ps
share of 1s2p in total: 0.895
share ending above He+ 1s (basis estimate): 3.1e-02
rate without repulsion: 2.006e+10 1/s
He+ 2p -> 1s rate: 1.003e+10 1/s
1D autoionization / 3P radiative rate: 7.6e+03
mean 1/r^3 per electron: 0.218 1/bohr^3
spin-orbit parameter zeta: 1.16e-05 hartree
1D - 3P energy gap: 0.00879 hartree
3P2 - 1D2 mixing coefficient (estimate): 9.3e-04
spin-orbit autoionization of 3P2 (estimate): 9e+07 1/s
leak / radiative rate (estimate): 7e-03
no test failed
```
